# Predictor-Corrector Schrödinger-Poisson Solution and Capacitance of a MOS Channel

In an 8 nm semiconductor film under a gate at 1 V, solving the Schrödinger and Poisson equations in turn multiplies the worst small error of the potential by 21 at every pass. A modest change in the Poisson step turns this factor into 0.16. The converged electrons lie on average 1.70 nm from the oxide, yet their capacitance is that of a layer 0.91 nm thick in series with the quantum capacitance. Both facts follow from the way the electron density responds to a change of potential.

## The model and its discrete form

The undoped film fills $0<z<T$. A gate oxide of capacitance $C_{ox}$ per area lies at $z=0$, and the field vanishes at $z=T$. Let $q>0$, let the Fermi level be the zero of energy, and let the band edge be $-q\phi(z)$. The gate voltage $V_G$ is counted from the value at which the edge of an empty film meets the Fermi level. Each ladder of valleys has degeneracy $g$, mass $m_z$ across the film and density-of-states mass $m_d$ in the plane:

$$-\frac{\hbar^2}{2m_z}\psi_i''-q\phi\,\psi_i=E_i\psi_i,\qquad \psi_i(0)=\psi_i(T)=0 .$$

The hard walls neglect the penetration of the wavefunctions into the oxide and the tunnelling current through it; neither is negligible for a real 1 nm silicon dioxide layer, which in the worked case below carries about 0.68 V. The bands are taken as parabolic. Image charges, exchange and correlation, holes and gate depletion are also left out, so the thicknesses computed here belong to the model and are not predictions for a device.

With spin, a subband has $2g\,\pi k^2/(2\pi)^2=gk^2/(2\pi)$ states per area below wavenumber $k$. Since $k^2=2m_d(E-E_i)/\hbar^2$, its density of states is the constant $D_0=gm_d/(\pi\hbar^2)$. Integrating the Fermi function from $E_i$ upward gives

$$N_i=D_0k_BT_e\ln\!\left(1+e^{-E_i/k_BT_e}\right),\qquad D_i=-\frac{\partial N_i}{\partial E_i}=\frac{D_0}{1+e^{E_i/k_BT_e}},$$

where $T_e$ is the temperature. The density is $n=\sum_iN_i|\psi_i|^2$, the sum running over all ladders. The electron charge density is $-qn$, so

$$\epsilon\phi''=qn,\qquad \phi'(T)=0,\qquad -\epsilon\phi'(0)=C_{ox}[V_G-\phi(0)] .$$

The last condition is continuity of electric displacement. Integrating Poisson's equation over the film gives $-\epsilon\phi'(0)=qN\equiv Q$, hence $V_G=\phi(0)+Q/C_{ox}$.

On nodes $z_a=ah$, let $c_{ia}$ be the discrete eigenvectors with $\sum_ac_{ia}^2=1$, and let $\nu_a=\sum_iN_ic_{ia}^2$ be the charge number per area on node $a$. Multiplying Poisson's equation by $-h$ and using central differences gives

$$L\phi=C_{ox}V_Ge_0-q\nu ,$$

where $e_0$ is the unit vector of the oxide node. The matrix $L$ is symmetric, and

$$w^TLw=\frac{\epsilon}{h}\sum_a(w_{a+1}-w_a)^2+C_{ox}w_0^2>0\quad(w\neq0).$$

## The update

Suppose $\phi_k$ is known and its levels and wavefunctions have been computed. Holding $\nu$ fixed in Poisson's equation would ignore that electrons leave a region whose potential falls. The predictor includes this in a local form:

$$\tilde\nu_a(\phi)=\sum_i N_i\big(E_i-q(\phi_a-\phi_{k,a})\big)\,c_{ia}^2 .$$

A uniform shift $\phi=\phi_k+s$ moves every level by $-qs$ and leaves the wavefunctions alone, so for it the predictor is exact. For other shifts it is an approximation.

One outer step consists of these operations:

1. Solve the Schrödinger equation in $\phi_k$ for each ladder.
2. Solve $R(\phi)=L\phi+q\tilde\nu(\phi)-C_{ox}V_Ge_0=0$ by Newton's method and call the root $\phi_{k+1}$.
3. Return to operation 1, which corrects the levels and wavefunctions. Stop when the largest change of potential is below the chosen tolerance.

At a fixed point $\phi_{k+1}=\phi_k$, so $\tilde\nu=\nu$ and the original equations hold. The approximation in the predictor affects the path and leaves the solution unchanged.

The inner Newton iteration needs no damping. Its Jacobian $J=L+q\,\partial\tilde\nu/\partial\phi$ is positive definite and has no positive off-diagonal element. For a large enough number $s$ we can write $J=s(1-B)$ with $B\ge0$ elementwise. The largest eigenvalue of $B$ is below 1, and for a nonnegative matrix it is also the spectral radius. The series $J^{-1}=s^{-1}(1+B+B^2+\dots)$ therefore converges and is nonnegative. Each component of $R$ is convex, because $N_i$ is convex in energy. A Newton step from $\phi^{(0)}$ thus gives

$$R(\phi^{(1)})\ge R(\phi^{(0)})+J^{(0)}(\phi^{(1)}-\phi^{(0)})=0 ,$$

and the next step, $-J^{-1}R$, is nowhere positive. For the root $r$, convexity gives $0=R(r)\ge R(\phi)+J(r-\phi)$, so $r\le\phi-J^{-1}R$: no later iterate passes below $r$. The iterates fall and are bounded below, hence they converge; the steps then tend to zero, and so does $R$. The root exists and is unique because $R$ is the gradient of a strictly convex function that grows without bound in every direction.

## Error propagation

To see whether the outer iteration converges, we need the true response of the density. Let $w$ be a small change of potential and $w_{ij}=\sum_ac_{ia}w_ac_{ja}$. The perturbation of the energy is $-qw$, so within one ladder

$$\delta E_i=-qw_{ii},\qquad \delta c_i=-q\sum_{j\ne i}\frac{w_{ij}}{E_i-E_j}c_j .$$

Inserting $\delta N_i=qD_iw_{ii}$ and $\delta(c_{ia}^2)=2c_{ia}\delta c_{ia}$ gives

$$q\,\delta\nu_a=q^2\sum_iD_iw_{ii}c_{ia}^2-2q^2\sum_{i\ne j}\frac{N_i}{E_i-E_j}w_{ij}c_{ia}c_{ja}.$$

In the second sum the denominator changes sign when $i$ and $j$ are exchanged, while $w_{ij}c_{ia}c_{ja}$ does not. Averaging the two orderings replaces $2N_i$ by $N_i-N_j$. Therefore

$$q\,\delta\nu_a=(Xw)_a=q^2\sum_{ij}K_{ij}w_{ij}c_{ia}c_{ja},\qquad K_{ii}=D_i,\quad K_{ij}=-\frac{N_i-N_j}{E_i-E_j}.$$

The predictor has the diagonal response $P_{aa}=q^2\sum_iD_ic_{ia}^2$. Let $e_k=\phi_k-\phi_*$ be the error relative to the solution. To first order the predictor density differs from the true one by $Xe_k+P(e_{k+1}-e_k)$, divided by $q$. Poisson's equation then reads

$$Le_{k+1}=-Xe_k-P(e_{k+1}-e_k)\quad\Longrightarrow\quad(L+P)e_{k+1}=(P-X)e_k .$$

The two responses can be compared through their quadratic forms. Completeness, $\sum_jc_{ja}c_{jb}=\delta_{ab}$ on the interior nodes, gives $\sum_ac_{ia}^2w_a^2=\sum_jw_{ij}^2$. Hence, with a sum over ladders understood,

$$w^TXw=q^2\sum_{ij}K_{ij}w_{ij}^2,\qquad w^TPw=q^2\sum_{ij}\frac{D_i+D_j}{2}w_{ij}^2 .$$

Since $D=-\partial N/\partial E$, the weight $K_{ij}$ is the mean of $D(E)$ over the energies between $E_i$ and $E_j$. The function $D(E)$ is positive and falls with energy, so $0<K_{ij}\le\max(D_i,D_j)\le D_i+D_j$. This means

$$0\le w^TXw\le2\,w^TPw .$$

An eigenvalue of the error map is the quotient $\lambda=w^T(P-X)w/w^T(L+P)w$. Its numerator lies between $-w^TPw$ and $+w^TPw$, and its denominator exceeds $w^TPw$ because $L$ is positive definite. Every eigenvalue therefore satisfies $-1<\lambda<1$, and the undamped iteration converges from any start close enough to the solution.

If all levels lie above the Fermi level, $D(E)$ is convex over the range used. Its mean is then at most the average of its end values, so $P-X\ge0$ and no eigenvalue is negative. In the worked case one level lies below the Fermi level and this argument does not apply; the smallest eigenvalue is nevertheless zero to four decimals.

The proof is local. Convergence from $\phi=0$ is a numerical finding for the five gate voltages computed. The bound on $K_{ij}$ also relies on $D$ being monotonic in energy. For one-dimensional subbands of a wire at low temperature, $N_i=2c\sqrt{-E_i}$ and $D_i=c/\sqrt{-E_i}$ below the Fermi level, so $D$ rises to a peak near $E_i=0$ and drops to zero above it. For a level $i$ below the Fermi level and an empty level $j$ just above it, $K_{ij}=N_i/(E_j-E_i)$ approaches $2D_i$, which exceeds $D_i+D_j$. The bound then cannot be taken over.

## Why plain alternation diverges

Without the predictor, $Le_{k+1}=-Xe_k$. The largest eigenvalue $\Lambda$ of $L^{-1}X$ is the maximum of $w^TXw/w^TLw$, so any trial vector gives a lower bound. For the uniform vector, $w_{ij}=\delta_{ij}$ and only the oxide term of $L$ survives:

$$\Lambda\ge\frac{C_q}{C_{ox}},\qquad C_q=q^2\sum_iD_i .$$

Here $C_q$ is the quantum capacitance, the charge added per volt when all levels move rigidly against the Fermi level. Once $C_q>C_{ox}$, the solution is therefore unstable under plain alternation: small errors grow from pass to pass.

The example takes round parameters: $T=8$ nm with relative permittivity 12, a 1 nm oxide with relative permittivity 4, and 300 K. Ladder A has $g=2$, $m_z=0.9$, $m_d=0.2$; ladder B has $g=4$, $m_z=0.2$, $m_d=0.4$, in free-electron masses. At $V_G=1$ V the bound is $52.26/3.542=14.8$, and the computed value is $\Lambda=21.3$.

Moving only a fraction $\alpha$ of each plain step changes the error factors to $1-\alpha(1+\mu)$, where $\mu$ runs over the eigenvalues of $L^{-1}X$, from 0 to $\Lambda$. Stability requires $\alpha<2/(1+\Lambda)=2/22.3=0.090$. The best choice makes the two extreme factors equal in size:

$$1-\alpha=\alpha(1+\Lambda)-1\;\Rightarrow\;\alpha=\frac{2}{2+\Lambda},\qquad \text{ratio}=\frac{\Lambda}{2+\Lambda}=\frac{21.3}{23.3}=0.914 .$$

The predictor-corrector ratio is 0.164. Because $\ln0.164/\ln0.914\approx20$, one of its steps reduces the error asymptotically as much as about twenty optimally damped plain steps.

## Stopping error and grid error

The last change $d=e_{k+1}-e_k$ is not itself the remaining error. With $e_{k+1}=Me_k$ and $e_k=e_{k+1}-d$, we get $(1-M)e_{k+1}=-Md$. For eigenvalues between 0 and $\rho=0.164$, the remaining error is at most $\rho/(1-\rho)=0.20$ times the change, measured in the norm $\sqrt{w^T(L+P)w}$ and to first order. The final change of $5.4\times10^{-10}$ V thus suggests a remaining error near $10^{-10}$ V, far below the grid error.

Taylor expansion shows that the central difference returns $\psi''+\tfrac{h^2}{12}\psi''''$ to leading order. In a fixed potential the level therefore shifts by

$$\delta E_i=-\frac{\hbar^2}{2m_z}\frac{h^2}{12}\int\psi_i\psi_i''''\,dz=-\frac{\hbar^2}{2m_z}\frac{h^2}{12}\int(\psi_i'')^2dz .$$

Two integrations by parts give the second form. Their boundary terms vanish because $\psi_i=0$ at the walls, and the Schrödinger equation then makes $\psi_i''=0$ there too. Grid levels are too low, with an error proportional to $h^2$. In the converged potential, the largest difference between a sine-basis solution and the grid is about 0.08 meV among the three lowest levels of each ladder.

The self-consistent centroid is 1.69523, 1.69614 and 1.69637 nm for 80, 160 and 320 intervals. The successive differences have the ratio 4.0 expected of a second-order method. Adding one third of the last difference extrapolates to 1.69645 nm, so the 160-interval value used here is low by about 0.0003 nm, or 0.02 %. This measures the discretization alone; the omissions of the model are not included.

## Centroid and capacitance

Integrating $\epsilon\phi''=qn$ from $z$ to $T$ gives $-\epsilon\phi'(z)=q\int_z^Tn\,dz'$. A second integration, from 0 to $z$, counts the charge at $z'$ over a length $\min(z,z')$:

$$\phi(0)-\phi(z)=\frac q\epsilon\int_0^T\min(z,z')\,n(z')\,dz' .$$

At $z=T$ this becomes the centroid law

$$\phi(0)-\phi(T)=\frac{Q\bar z}{\epsilon},\qquad \bar z=\frac1N\int_0^Tz\,n\,dz .$$

The centroid thickness $\bar z$ thus fixes a total voltage drop. A capacitance concerns a small added charge $\delta Q$. First-order level shifts give

$$\delta Q=q^2\sum_iD_i\int|\psi_i|^2\delta\phi\,dz=C_q\int\rho_D\,\delta\phi\,dz,\qquad \rho_D=\frac{\sum_iD_i|\psi_i|^2}{\sum_iD_i}.$$

Let $\rho_\delta=\delta n/\delta N$ be the profile of the added electrons. The integrated Poisson equation gives $\delta\phi(z)=\delta\phi(0)-(\delta Q/\epsilon)\int\min(z,z')\rho_\delta(z')dz'$. Inserting this and dividing by $C_q\,\delta Q$ yields

$$\frac{d\phi(0)}{dQ}=\frac1{C_q}+\frac{t_c}{\epsilon},\qquad t_c=\iint\rho_D(z)\min(z,z')\rho_\delta(z')\,dz\,dz' .$$

Since $V_G=\phi(0)+Q/C_{ox}$, the gate capacitance $C_g=dQ/dV_G$ obeys

$$\frac1{C_g}=\frac1{C_{ox}}+\frac1{C_q}+\frac{t_c}{\epsilon}.$$

This holds exactly within the model. The quantities $\bar z$ and $C_q$ follow from one converged solution. The profile $\rho_\delta$ follows from the linear system $(L+X)\delta\phi=C_{ox}e_0\,\delta V_G$ with $q\,\delta\nu=X\delta\phi$, or from two solutions at neighbouring voltages.

At 1 V the three terms are $0.2824+0.0191+0.0855=0.3870$ cm²/µF, so $C_g=2.584$ µF/cm². Separate self-consistent solutions at shifted voltages give the same value. As oxide-equivalent thicknesses, the terms are 1.000, 0.068 and 0.303 nm, together 1.371 nm.

Using $\bar z=1.696$ nm in place of $t_c=0.909$ nm gives 2.169 µF/cm², which is 16 % below the correct result for this model. Two effects act to make $t_c$ smaller than $\bar z$. First, the added charge has the centroid

$$z_{ac}=\frac{d(N\bar z)}{dN}=\bar z+N\frac{d\bar z}{dN}=1.115\ \text{nm},$$

smaller than $\bar z$ because the electrons move toward the oxide as the charge grows. Second, $\min(z,z')=\tfrac12(z+z'-|z-z'|)$. Even for a single rigid wavefunction, where $\rho_D=\rho_\delta$ and $z_{ac}=\bar z$, this leaves $t_c=\bar z-\tfrac12\langle|z-z'|\rangle$, which is less than $\bar z$. The added charge acts on electrons spread through the layer, and those close to the oxide feel less than the full potential drop. In general $t_c=\tfrac12(z_D+z_{ac}-\langle|z-z'|\rangle)$, where $z_D$ is the centroid of $\rho_D$ and the average is taken over $\rho_D(z)\rho_\delta(z')$. With several occupied levels $z_D$ need not equal $\bar z$. The weight $D_i$ favours the upper levels more than $N_i$ does; in the worked case these reach further into the film, so $z_D>\bar z$ and this term partly offsets the other two.

Differentiating the centroid law gives another exact split, $d\phi(0)/dQ=z_{ac}/\epsilon+d\phi(T)/dQ$. Comparing the two splits,

$$\frac{d\phi(T)}{dQ}=\frac1{C_q}-\frac{z_{ac}-t_c}{\epsilon}.$$

The computed remainder is $-0.0003$ cm²/µF, because the two terms on the right nearly cancel. It cannot be read as an inverse quantum capacitance, which is positive.

## Limits and trends

At $V_G=-0.3$ V the film is almost empty and the potential nearly flat. Symmetry puts the centroid at $T/2=4.000$ nm. All levels lie far above the Fermi level, so $D_i\approx N_i/(k_BT_e)$ and $C_q\approx qQ/(k_BT_e)$. This capacitance is so small that it dominates the series, and replacing $t_c$ by $\bar z$ changes $C_g$ by less than 0.01 %.

In the opposite limit, a subband far below the Fermi level contributes the constant $q^2D_0$, 26.8 µF/cm² for ladder A. At 1 V its lowest level lies 56.7 meV below the Fermi level and contributes $26.77/(1+e^{-56.73/25.85})=24.1$ µF/cm². The lowest level of ladder B, 36.1 meV above, contributes $107.08/(1+e^{36.10/25.85})=21.2$ µF/cm². It holds 26 % of the electrons but supplies 41 % of $C_q$. At a fixed temperature the ratio $D_i/N_i$ depends only on $E_i$ and grows with it, so a level above the Fermi level adds more to $C_q$ per electron than one below.

From 0.3 to 1.5 V the centroid falls from 2.57 to 1.46 nm, and the error of the $\bar z$ shortcut shrinks from 19 % to 14 % of $C_g$. Over the same range the largest predictor-corrector eigenvalue rises from 0.11 to 0.20, and the number of outer steps from 9 to 12. At 1.5 V the oxide carries $Q/C_{ox}\approx1.05$ V across 1 nm, a field comparable to the breakdown field of silicon dioxide. This end of the range shows the trend of the model and should not be read as a normal operating point. The remaining values are in the numerical output.

## Numbers as computed

```
film 8.0 nm, eps_r 12.0; oxide 1.0 nm, eps_r 4.0
temperature 300.0 K, kT = 25.852 meV
ladder A: g=2, m_z=0.9, m_d=0.2, D0=1.6709 /(eV nm^2), q^2 D0=26.77 uF/cm^2
ladder B: g=4, m_z=0.2, m_d=0.4, D0=6.6837 /(eV nm^2), q^2 D0=107.08 uF/cm^2
Cox = 3.5417 uF/cm^2, grid step = 0.05 nm
--- worked case V_G = 1.0 V, start phi = 0 ---
outer step 1: largest change 3.02e-01 V
outer step 2: largest change 2.19e-02 V
outer step 3: largest change 1.63e-03 V
outer step 4: largest change 2.31e-04 V
outer step 5: largest change 3.43e-05 V
outer step 6: largest change 5.23e-06 V
outer step 7: largest change 8.14e-07 V
outer step 8: largest change 1.29e-07 V
outer step 9: largest change 2.07e-08 V
outer step 10: largest change 3.34e-09 V
outer step 11: largest change 5.44e-10 V
outer steps in all: 11
predictor-corrector eigenvalues: min 0.0000, max 0.1639; observed last ratio 0.1629
plain iteration: lambda = 21.324, damping limit = 0.0896, best ratio = 0.9143
10 damped steps: error factor 6.06e-03 at 0.8 limit, 2.90e+01 at 1.2 limit
phi(0) = 0.32376 V, phi(T) = -0.05858 V, drop = 0.38234 V
ladder A levels (meV): -56.73, 41.90, 74.94; shares (%): 66.47, 5.21, 1.55
ladder B levels (meV): 36.10, 128.21, 268.77; shares (%): 25.56, 0.81, 0.00
N = 1.4949e+13 cm^-2, Q = 2.3950 uC/cm^2
zbar = 1.6961 nm, zac = 1.1150 nm, tc = 0.9086 nm
oxide equivalents: zbar 0.5654 nm, tc 0.3029 nm, 1/Cq 0.0678 nm
total equivalent oxide thickness = 1.3706 nm
inverse capacitances (cm^2/uF): oxide 0.28235, quantum 0.01913, tc/eps 0.08552
other split (cm^2/uF): zac/eps 0.10494, dphi(T)/dQ -0.00029
Cg: formula 2.58396, voltage difference 2.58396 uF/cm^2
sine basis: largest level difference 0.0810 meV, N ratio 0.99939, zbar 1.6968 nm
grid: zbar at 80/160/320 intervals 1.69523, 1.69614, 1.69637 nm; ratio 3.996
--- table: C in uF/cm^2, lengths in nm, N in cm^-2 ---
V_G=-0.3 V: N=1.021e+08 Cq=0.0006325 zbar=4.000 zac=4.000 tc=3.072
   Cg=0.0006323 with zbar instead of tc: 0.0006323 (-0.01 %) steps=2 max|eig|=0.0000
V_G=0.3 V: N=4.291e+12 Cq=23.36 zbar=2.569 zac=1.804 tc=1.413
   Cg=2.183 with zbar instead of tc: 1.764 (-19.19 %) steps=9 max|eig|=0.1064
V_G=0.6 V: N=8.654e+12 Cq=38.86 zbar=2.047 zac=1.348 tc=1.082
   Cg=2.439 with zbar instead of tc: 1.997 (-18.13 %) steps=10 max|eig|=0.1359
V_G=1.0 V: N=1.495e+13 Cq=52.26 zbar=1.696 zac=1.115 tc=0.909
   Cg=2.584 with zbar instead of tc: 2.169 (-16.07 %) steps=11 max|eig|=0.1639
V_G=1.5 V: N=2.317e+13 Cq=64.37 zbar=1.463 zac=0.981 tc=0.808
   Cg=2.674 with zbar instead of tc: 2.296 (-14.16 %) steps=12 max|eig|=0.1973
```
